# Z at the electron-gas Fermi surface: plasmon-pole model against full RPA: a program that tests the result

```python
"""Quasiparticle weight Z of the electron gas at rs = 4 in one-shot G0W0.

Result under test: Z = 1/(1+S), S = -d Re Sigma/d omega at the Fermi surface,
  S = 1/(pi kF) * integral dq/q * wp^2/(2 Omega) * K(q, Omega)
for a one-pole W whose pole energy Omega(q) obeys the f-sum rule and the
static RPA screening; it is compared with S from the full RPA W.
Symbols (Hartree atomic units): kF Fermi wavevector, wp plasma frequency,
q momentum transfer, a = q^2/2 - kF q, b = q^2/2 + kF q,
K angular integral of 1/(Omega+|xi|)^2 times kF q, xi energy from kF^2/2,
w = 1/epsilon - 1, B = -Im(1/epsilon)/pi.
"""
import numpy as np
from scipy.optimize import brentq

pi = np.pi
rs = 4.0
kF = (9 * pi / 4) ** (1 / 3) / rs
wp = np.sqrt(3 / rs**3)
TINY = 1e-12j      # approach to the real axis from above


def gauss(n, lo, hi):
    x, w = np.polynomial.legendre.leggauss(n)
    return lo + (hi - lo) * (x + 1) / 2, w * (hi - lo) / 2


def psi(u):
    """u/2 + (1-u^2)/4 log((u+1)/(u-1)), by series where |u| is large."""
    u = np.asarray(u, dtype=complex)
    far = np.abs(u) > 8
    inv = 1 / np.where(far, u, 9.0)
    series = 0 * inv
    for n in range(12, -1, -1):
        series = series * inv**2 + 1 / ((2 * n + 1) * (2 * n + 3))
    v = np.where(far, 2.0, u)
    closed = v / 2 + (1 - v * v) / 4 * np.log((v + 1) / (v - 1))
    return np.where(far, series * inv, closed)


def polar(q, z):
    """Lindhard epsilon(q,z) - 1."""
    u, h = z / (q * kF), q / (2 * kF)
    return 4 * kF**2 / (pi * q**3) * (psi(u + h) - psi(u - h))


def screened(q, z):
    p = polar(q, z)
    return -p / (1 + p)


def edges(q):
    return q**2 / 2 - kF * q, q**2 / 2 + kF * q


def kernel(q, nu):
    a, b = edges(q)
    m = np.abs(a)
    return np.where(a < 0, 2 / nu - 1 / (nu + b) - 1 / (nu + m),
                    1 / (nu + m) - 1 / (nu + b))


def omega_static(q):
    p = polar(q, TINY).real
    return wp * np.sqrt((1 + p) / p)


def omega_dispersion(q):
    return np.sqrt(wp**2 + kF**2 * q**2 / 3 + q**4 / 4)


def pole_integrand(q, omega):
    return wp**2 / (2 * omega) * kernel(q, omega) / (pi * kF * q)


theta, theta_w = gauss(200, 0, pi / 2)


def rpa_integrand(q):
    """Full RPA slope per unit q from imaginary frequencies."""
    a, b = edges(q)

    def J(s):
        z = 1j * np.abs(s)[:, None] * np.tan(theta)
        return screened(q[:, None], z).real @ theta_w / pi

    jump = np.where(a < 0, screened(q, TINY).real, 0)
    return (J(b) - np.sign(a) * J(a) - jump) / (pi * kF * q)


def epsilon_real(q, nu):
    return float(1 + polar(q, nu + TINY).real)


# wavevector at which the plasmon meets the pair continuum
qc = brentq(lambda q: epsilon_real(q, edges(q)[1]), 0.1 * kF, 1.9 * kF)


def rpa_real_axis(q):
    """Pair slope, plasmon slope, first and inverse moments of B at one q."""
    a, b = edges(q)
    points = [0.0, -a, b] if a < 0 else [a, b]
    t, tw = gauss(140, 0, 1)
    pair = first = inverse = 0.0
    for lo, hi in zip(points[:-1], points[1:]):
        nu = lo + (hi - lo) * (1 - (1 - t) ** 4)
        weight = tw * (hi - lo) * 4 * (1 - t) ** 3
        B = -screened(q, nu + TINY).imag / pi
        pair += np.sum(weight * B * kernel(q, nu))
        first += np.sum(weight * B * nu)
        inverse += np.sum(weight * B / nu)
    plasmon = 0.0
    if q < qc:
        nu = brentq(lambda x: epsilon_real(q, x), b, b + 3 * wp, xtol=1e-15)
        h = 1e-4 * (nu - b)
        slope = (epsilon_real(q, nu + h) - epsilon_real(q, nu - h)) / (2 * h)
        plasmon = float(kernel(q, nu)) / slope
        first += nu / slope
        inverse += 1 / (nu * slope)
    return pair / (pi * kF * q), plasmon / (pi * kF * q), first, inverse


# momentum grid: below qc, from qc to 2kF, and 2kF to infinity
q1, w1 = gauss(32, 0, qc)
q2, w2 = gauss(32, qc, 2 * kF)
t3, v3 = gauss(32, 0, 1)
q = np.concatenate([q1, q2, 2 * kF / t3])
wq = np.concatenate([w1, w2, v3 * 2 * kF / t3**2])
low = q < 2 * kF

omega = omega_static(q)
f_pole = pole_integrand(q, omega)
f_rpa = rpa_integrand(q)
S_pole, S_rpa = wq @ f_pole, wq @ f_rpa
S_disp = wq @ pole_integrand(q, omega_dispersion(q))
Z_pole, Z_rpa, Z_disp = (1 / (1 + s) for s in (S_pole, S_rpa, S_disp))


# Test: the frequency convolution yields the occupied and empty pole terms
def convolution(xi, z, om):
    x, w = gauss(400, -pi / 2, pi / 2)
    return wp**2 / (2 * pi * om) * np.sum(w / (z + 1j * om * np.tan(x) - xi))


for xi in (-0.1, 0.1):
    expected = wp**2 / (2 * 0.3) / (0.03j - xi - np.sign(xi) * 0.3)
    assert abs(convolution(xi, 0.03j, 0.3) - expected) < 1e-7


# Test: slope from the self-energy itself, integrated over q and angle
def sigma_pole(energy):
    """Correlation self-energy at kF; energy is measured from kF^2/2."""
    x, w = gauss(60, 0, 1)
    split = np.minimum(q / (2 * kF), 1)[:, None]
    Q, om = q[:, None], omega[:, None]
    mu_occ = split + (1 - split) * x
    mu_emp = -1 + (1 + split) * x
    xi_occ = Q**2 / 2 - kF * Q * mu_occ
    xi_emp = Q**2 / 2 - kF * Q * mu_emp
    total = (1 - split) / (energy - xi_occ + om)
    total = total + (1 + split) / (energy - xi_emp - om)
    return np.sum(wq * wp**2 / (2 * omega) * (total @ w)) / pi


step = 2e-3 * wp
S_difference = -(sigma_pole(step) - sigma_pole(-step)) / (2 * step)
assert abs(S_difference - S_pole) < 1e-4 * S_pole

# Test: RPA slope on the real axis, with both moments of the spectrum
real = np.array([rpa_real_axis(x) for x in q])
S_pair, S_plasmon = wq @ real[:, 0], wq @ real[:, 1]
assert abs(S_pair + S_plasmon - S_rpa) < 1e-3
static_half = -screened(q, TINY).real / 2
first_error = np.max(np.abs(real[low, 2] / (wp**2 / 2) - 1))
inverse_error = np.max(np.abs(real[low, 3] / static_half[low] - 1))
assert first_error < 2e-3 and inverse_error < 2e-3

# Test: common small-q limit, and the inequality at each q below 2kF
q_small = np.array([0.002])
limit = 1 / (pi * wp)
assert abs(pole_integrand(q_small, omega_static(q_small))[0] / limit - 1) < 0.01
assert abs(rpa_integrand(q_small)[0] / limit - 1) < 0.01
assert np.all(f_rpa[low] - f_pole[low] > -1e-5 * f_pole[low])
assert Z_pole > Z_rpa
assert abs(Z_rpa - 0.64) < 0.012

print(f"rs = {rs:.1f} bohr")
print(f"Fermi wavevector kF = {kF:.5f} 1/bohr")
print(f"Fermi energy kF^2/2 = {kF**2 / 2:.5f} hartree")
print(f"plasma frequency wp = {wp:.5f} hartree")
print(f"plasmon enters pair continuum at q/kF = {qc / kF:.4f}")
print(f"integrand limit at q=0, 1/(pi wp) = {limit:.4f} bohr")
ratios = np.array([0.5, 1.0, 1.5])
qt = ratios * kF
eps0 = 1 + polar(qt, TINY).real
om_t = omega_static(qt)
fp, fr = pole_integrand(qt, om_t), rpa_integrand(qt)
for i, r in enumerate(ratios):
    print(f"q/kF = {r:.1f}: static epsilon = {eps0[i]:.4f}")
    print(f"  pole energy = {om_t[i]:.5f} hartree")
    print(f"  slope integrand, pole model = {fp[i]:.4f} bohr")
    print(f"  slope integrand, full RPA = {fr[i]:.4f} bohr")
print(f"S pole model, q<2kF = {wq[low] @ f_pole[low]:.5f}")
print(f"S pole model, q>2kF = {wq[~low] @ f_pole[~low]:.5f}")
print(f"S full RPA, q<2kF = {wq[low] @ f_rpa[low]:.5f}")
print(f"S full RPA, q>2kF = {wq[~low] @ f_rpa[~low]:.5f}")
print(f"S pole model, total = {S_pole:.5f}")
print(f"S pole model, finite difference = {S_difference:.5f}")
print(f"S full RPA, imaginary axis = {S_rpa:.5f}")
print(f"S full RPA, real axis = {S_pair + S_plasmon:.5f}")
print(f"  part from electron-hole pairs = {S_pair:.4f}")
print(f"  part from the plasmon = {S_plasmon:.4f}")
print(f"largest relative error, first moment = {first_error:.1e}")
print(f"largest relative error, inverse moment = {inverse_error:.1e}")
print(f"S pole model, simple dispersion = {S_disp:.5f}")
print(f"Z pole model, static screening matched = {Z_pole:.4f}")
print(f"Z pole model, simple dispersion = {Z_disp:.4f}")
print(f"Z full RPA = {Z_rpa:.4f}")
print(f"Z difference, matched pole - RPA = {Z_pole - Z_rpa:.4f}")
print(f"relative difference = {100 * (Z_pole / Z_rpa - 1):.2f} percent")
print(f"Z difference, simple dispersion - RPA = {Z_disp - Z_rpa:.4f}")
print("success")
```

Output:

```
rs = 4.0 bohr
Fermi wavevector kF = 0.47979 1/bohr
Fermi energy kF^2/2 = 0.11510 hartree
plasma frequency wp = 0.21651 hartree
plasmon enters pair continuum at q/kF = 0.9454
integrand limit at q=0, 1/(pi wp) = 1.4702 bohr
q/kF = 0.5: static epsilon = 11.3910
  pole energy = 0.22669 hartree
  slope integrand, pole model = 0.8376 bohr
  slope integrand, full RPA = 0.8950 bohr
q/kF = 1.0: static epsilon = 3.4202
  pole energy = 0.25738 hartree
  slope integrand, pole model = 0.4315 bohr
  slope integrand, full RPA = 0.4833 bohr
q/kF = 1.5: static epsilon = 1.9244
  pole energy = 0.31238 hartree
  slope integrand, pole model = 0.1939 bohr
  slope integrand, full RPA = 0.2306 bohr
S pole model, q<2kF = 0.52110
S pole model, q>2kF = 0.00974
S full RPA, q<2kF = 0.56084
S full RPA, q>2kF = 0.00981
S pole model, total = 0.53084
S pole model, finite difference = 0.53084
S full RPA, imaginary axis = 0.57065
S full RPA, real axis = 0.57065
  part from electron-hole pairs = 0.2150
  part from the plasmon = 0.3557
largest relative error, first moment = 1.9e-06
largest relative error, inverse moment = 1.5e-05
S pole model, simple dispersion = 0.47991
Z pole model, static screening matched = 0.6532
Z pole model, simple dispersion = 0.6757
Z full RPA = 0.6367
Z difference, matched pole - RPA = 0.0166
relative difference = 2.60 percent
Z difference, simple dispersion - RPA = 0.0390
success
```
